\section*{Counterpoise-Corrected Binding of Cu$^+$ to Dimethyl Ether}

\section{The problem}

Polyether suppressors slow copper deposition in plating baths used for feature filling. Their chains carry ether oxygens that can donate electron density to Cu$^+$. A small gas-phase model of one such contact is
\begin{equation}
\mathrm{Cu}^+ + \mathrm{O(CH_3)_2}\longrightarrow
[\mathrm{Cu\,O(CH_3)_2}]^+ .
\end{equation}
Find the electronic energy needed to separate this complex into a closed-shell $3d^{10}$ ion and a relaxed ether molecule. Remove the error caused by the fragments sharing basis functions, and include the energy spent in deforming the ether.

The nuclei are fixed. The ion lies on the twofold axis of the ether, on the oxygen side. The Cu--O distance $R$ and the common C--O length $r$ are adjusted. The COC angle stays at $112.0^\circ$ and the C--H length at 1.10~\AA; the shape of the methyl groups is also fixed. The treatment is nonrelativistic: Hartree--Fock (HF) followed by second-order M\o ller--Plesset theory (MP2).

One datum is supplied for a first estimate. At HF level, a water molecule with its oxygen facing a unit positive charge 7.0~\AA\ away has an interaction energy of $-0.130$~eV.

\section{First estimate by scaling}

Let the ligand have charge density $\rho(\mathbf r)$, with the oxygen at the origin and the ion at $R\hat{\mathbf z}$. If $R$ is large compared with the ligand,
\begin{equation}
\frac{1}{|R\hat{\mathbf z}-\mathbf r|}
=\frac1R+\frac{z}{R^2}+O(R^{-3}).
\end{equation}
Multiply by $e\rho/(4\pi\varepsilon_0)$ and integrate. The first term vanishes because the ligand is neutral. The second contains the dipole component $\mu_z=\int z\rho\,d^3r$:
\begin{equation}
U(R)\simeq\frac{e\mu_z}{4\pi\varepsilon_0R^2}.
\end{equation}
The dipole points from the negative oxygen side towards the hydrogens, along $-z$. Thus $\mu_z<0$ and the interaction is attractive.

Take water as a stand-in for the ether and 2~\AA\ as a round contact distance. Scaling the whole distant interaction as $R^{-2}$ gives
\begin{equation}
|U(2\,\text{\AA})|\approx
0.130\left(\frac{7.0}{2}\right)^2\,\mathrm{eV}
\approx1.6\,\mathrm{eV}.
\end{equation}
This sets the scale of the answer. It is not controlled at contact, where $R$ is comparable with the size of the ligand. Higher multipoles, polarization, repulsion, charge transfer and correlation then all matter.

\section{Solution within the electronic model}

\subsection{Removing the basis-set error}

Let L$^*$ be the ether as shaped in the complex and L$_0$ the free ether. A superscript names the atoms whose basis functions are used. The raw interaction energy is
\begin{equation}
E_{\rm raw}=E_{\rm CuL}^{(\rm CuL)}
-E_{\rm Cu}^{(\rm Cu)}-E_{\rm L^*}^{(\rm L)}.
\end{equation}
The comparison is uneven. In the complex, electrons of each fragment can use functions centred on the other, while the separated fragments cannot. Part of the apparent attraction is therefore an improvement in the description of the fragments themselves.

To measure it, keep all basis functions at their positions in the complex, but remove the partner's nuclear charges and electrons. The partner is then a ghost. For fragment $X$, define
\begin{equation}
\delta_X=E_X^{(X)}-E_X^{(\rm CuL)} .
\end{equation}
At HF level with exact integrals, $\delta_X\ge0$: the larger basis contains the smaller one, so minimization over it cannot give a higher lowest energy. MP2 is not variational and has no such guarantee, so its sign must be checked by calculation.

Using the full basis in every term gives
\begin{align}
E_{\rm cp}
&=E_{\rm CuL}^{(\rm CuL)}-E_{\rm Cu}^{(\rm CuL)}
-E_{\rm L^*}^{(\rm CuL)}\nonumber\\
&=E_{\rm CuL}^{(\rm CuL)}
-\left[E_{\rm Cu}^{(\rm Cu)}-\delta_{\rm Cu}\right]
-\left[E_{\rm L^*}^{(\rm L)}-\delta_{\rm L}\right]\nonumber\\
&=E_{\rm raw}+\delta_{\rm Cu}+\delta_{\rm L}.
\label{cp}
\end{align}
With negative interaction energies denoting attraction, positive $\delta_X$ weakens the binding.

This interaction starts from an ether already deformed. Deforming the free molecule costs
\begin{equation}
E_{\rm def}=E_{\rm L^*}^{(\rm L)}-E_{\rm L_0}^{(\rm L)}.
\end{equation}
Both terms use the ether's own basis, so no ghost functions enter this difference. The binding energy, positive for a bound complex, is
\begin{equation}
D=-(E_{\rm cp}+E_{\rm def}).
\label{binding}
\end{equation}
Inserting (\ref{cp}) and the definition of $E_{\rm raw}$ cancels $E_{\rm L^*}^{(\rm L)}$:
\begin{equation}
D=E_{\rm Cu}^{(\rm Cu)}+E_{\rm L_0}^{(\rm L)}
-E_{\rm CuL}^{(\rm CuL)}-\delta_{\rm Cu}-\delta_{\rm L}.
\end{equation}
This is the ordinary dissociation energy less the two fragment corrections. As the fragment bases become complete, the corrections vanish and the raw and corrected results meet.

\subsection{The correlation energy}

The HF energy is the sum of the zeroth- and first-order energies. Single excitations do not contribute at second order, because the occupied--virtual block of the Fock matrix vanishes. Double excitations remain. Let $i,j$ be occupied and $a,b$ virtual spatial orbitals, with real two-electron integrals $(ia|jb)$ and
\begin{equation}
\Delta_{ij}^{ab}=\epsilon_i+\epsilon_j-\epsilon_a-\epsilon_b<0 .
\end{equation}
Electron pairs of opposite spin contribute
\begin{equation}
E_{\rm os}=\sum_{ijab}\frac{(ia|jb)^2}{\Delta_{ij}^{ab}} .
\end{equation}
For equal spins the amplitude is antisymmetrized. There are two spin choices, and a factor $1/4$ removes the double counting of $ij$ and $ab$:
\begin{align}
E_{\rm ss}
&=\frac{2}{4}\sum_{ijab}
\frac{[(ia|jb)-(ib|ja)]^2}{\Delta_{ij}^{ab}}\nonumber\\
&=\sum_{ijab}
\frac{(ia|jb)^2-(ia|jb)(ib|ja)}{\Delta_{ij}^{ab}} .
\end{align}
The second line follows because exchanging the labels $a$ and $b$ makes the sums of the two squared terms equal. Adding both parts,
\begin{equation}
E_{\rm corr}=\sum_{ijab}
\frac{(ia|jb)[2(ia|jb)-(ib|ja)]}{\Delta_{ij}^{ab}} .
\end{equation}
The Cu $1s$ to $3p$ shells and the C and O $1s$ shells are left uncorrelated, in the complex and in the fragments alike. The integrals are approximated by density fitting, which expands orbital products in an auxiliary basis.

The ghost construction and the fitted MP2 were tested on Cu$^+$ with water at 1.95~\AA\ in the def2-SVP basis. They give a corrected interaction of $-1.5993$~eV. A separate implementation of ghost atoms, with unfitted integrals, gives $-1.5997$~eV.

\subsection{The geometry}

The geometry is found on the uncorrected MP2/def2-SVP surface. Near the minimum, approximate the free ether as harmonic in $r$ and the interaction as linear in $r$:
\begin{equation}
E(R,r)=E_0+\frac{k}{2}(r-r_0)^2+V_0(R)+V'(r-r_0).
\end{equation}
The slope $V'$ is taken as independent of $R$. Setting the derivative with respect to $r$ to zero gives
\begin{equation}
k(r^*-r_0)+V'=0,\qquad r^*=r_0-\frac{V'}{k}.
\end{equation}
The calculated values are $r_0=1.405$~\AA, $k=71.6$~eV/\AA$^2$ and $V'=-2.379$~eV/\AA. Here $k$ describes both C--O bonds stretching together. Hence
\begin{equation}
r^*=1.405+\frac{2.379}{71.6}=1.438\,\text{\AA}.
\end{equation}
The negative slope means that the attraction grows as the bonds lengthen; their stiffness limits the extension to 0.033~\AA.

A parabola through three values of $R$ gives $R^*=1.955$~\AA. The separable model was tested by a direct calculation at $(R^*,r^*)$. Relative to one common reference geometry, the predicted energy is $-0.0407$~eV and the direct one $-0.0351$~eV. The difference of 0.006~eV is small compared with the binding.

\subsection{Energies}

The final basis is def2-TZVP on Cu and O and def2-SVP on the methyl groups. The interaction energies at the same geometry are, in eV:
\begin{center}
\begin{tabular}{lrr}
 & def2-SVP & mixed basis\\
Raw MP2 & $-2.029$ & $-1.962$\\
Cu$^+$ correction & $0.113$ & $0.036$\\
Ether correction & $0.164$ & $0.071$\\
Corrected MP2 & $-1.752$ & $-1.855$\\
Corrected HF & $-1.567$ & $-1.501$
\end{tabular}
\end{center}
All four MP2 fragment corrections are positive. For the mixed basis, (\ref{cp}) reads
\begin{equation}
E_{\rm cp}=-1.962+0.036+0.071=-1.855\,\mathrm{eV}.
\end{equation}
The deformation energy is 0.024~eV, so (\ref{binding}) gives
\begin{equation}
D=1.855-0.024\approx1.83\,\mathrm{eV},
\end{equation}
or about 177~kJ/mol. Without the counterpoise correction the result would be 1.94~eV.

The deformation energy deserves a check. The harmonic model in the small basis predicts
\begin{equation}
\frac{V'^2}{2k}=\frac{(2.379)^2}{2(71.6)}\,\mathrm{eV}
=0.040\,\mathrm{eV},
\end{equation}
more than the 0.024~eV found in the mixed basis. The reference length $r_0$ is the minimum in def2-SVP and need not be the minimum in the mixed basis. If $k$ were unchanged, a mixed-basis minimum longer by $s$ would give
\begin{equation}
E_{\rm def}=\frac{k}{2}\left[(r^*-r_0-s)^2-s^2\right]
=k(r^*-r_0)\left[\frac{r^*-r_0}{2}-s\right].
\end{equation}
Matching 0.024~eV requires $s\approx0.007$~\AA. A parabola through three mixed-basis energies of the free ether places its minimum 0.007~\AA\ beyond $r_0$, as this explanation requires. The free ether at $r_0$ lies only $ks^2/2\approx0.002$~eV above that minimum.

\section{Comparison of estimate and solution}

The scaling estimate of 1.6~eV is about 13\% below $D$. Using the calculated distance instead of 2~\AA\ gives
\begin{equation}
0.130\left(\frac{7.0}{1.955}\right)^2\,\mathrm{eV}
\approx1.67\,\mathrm{eV},
\end{equation}
about 9\% below $D$. This agreement does not make the bond a charge--dipole bond. In the mixed basis the corrected HF attraction is 1.50~eV, weaker than the scaled value, and correlation adds $1.855-1.501=0.354$~eV. The estimate thus exceeds the HF interaction but omits correlation, and these two differences partly cancel. Most of the excess comes from the stand-in, because water has a larger dipole than the ether. For the ether as shaped in the complex, with a unit charge 7.0~\AA\ from its oxygen, HF/def2-SVP gives $-0.1185$~eV. This scales to 1.52~eV at 1.955~\AA, close to the HF interaction. That closeness is partly accidental. The dipole term alone is $-0.105$~eV at 7.0~\AA\ and scales to 1.35~eV; the remainder comes from higher multipoles and polarization, which do not follow $R^{-2}$. Nor does the closeness show that the other contact effects are small; they can offset one another.

At long range the electrostatic picture can be tested directly. With Cu$^+$ 7.0~\AA\ from water, the corrected HF interaction is $-0.13016$~eV. Replacing the ion by a bare unit charge, with no copper basis functions, gives $-0.13010$~eV. The ion's internal structure hardly matters there. This supports the point-charge limit, but not the extension of $R^{-2}$ to contact.

\section{How firm is the number?}

Enlarging the basis reduces the total fragment correction from 0.277 to 0.107~eV. Yet the corrected attraction changes by 0.10~eV, more than the 0.07~eV change in the raw one. Counterpoise removes the borrowing of functions, not the other deficiencies of a finite basis. The HF attraction weakens by 0.066~eV, while the correlation contribution grows from 0.185 to 0.354~eV. At the same geometry, def2-TZVP on every atom, methyl groups included, gives a corrected attraction of 1.83~eV, which is 0.03~eV weaker than in the mixed basis. The second decimal of $D$ is therefore not settled. These bases do not establish a limit, and a further change of order 0.1~eV is plausible.

Two other electronic effects were sized on Cu$^+$ with water in def2-SVP. Replacing MP2 by CCSD(T), which treats correlation more fully, weakens the attraction by 0.044~eV. Scalar relativity strengthens the HF attraction by 0.039~eV. These are small-basis numbers and not corrections to be added to the ether result. The relativistic effect grows with basis and correlation: with def2-TZVP on Cu and O it strengthens the attraction to water by 0.05~eV at HF level and by 0.08~eV at MP2 level, comparable with the basis uncertainty. The error of MP2 may be larger in the mixed basis, where correlation contributes more to the binding.

A modest error in the Cu--O distance matters less. With the calculated Cu--O force constant of 11.83~eV/\AA$^2$, an error of 0.05~\AA\ in $R$ costs
\begin{equation}
\tfrac12(11.83)(0.05)^2\,\mathrm{eV}=0.015\,\mathrm{eV}.
\end{equation}
The actual shift with basis is of this size. With def2-TZVP on every atom the uncorrected energies at 1.875 and 1.955~\AA\ agree to 0.001~eV, which places the minimum near 1.915~\AA, about 0.04~\AA\ shorter than $R^*$. Moving the ion $20^\circ$ out of the COC plane at fixed $R$ and $r$ raises the uncorrected small-basis energy by 0.006~eV. The bond is soft in this direction. One angle does not exclude a shallow minimum at a smaller tilt.

\section{From the gas phase to a plating bath}

$D$ is not a binding free energy. Treating the ether as a rigid mass, the Cu--O stretch has a zero-point energy $\tfrac12\hbar\sqrt{k_R/m}=0.022$~eV, where $k_R$ is the force constant above and $m$ the reduced mass of ion and ether. Association also removes three translational degrees of freedom. Subtracting the ideal-gas translational entropy of the complex from those of its fragments gives
\begin{equation}
T\Delta S_{\rm lost}=k_{\rm B}T\left\{\frac52+
\ln\left[\left(\frac{2\pi mk_{\rm B}T}{h^2}\right)^{3/2}
\frac{k_{\rm B}T}{p}\right]\right\}.
\end{equation}
The reduced mass appears because the three masses combine as $m_{\rm Cu}m_{\rm L}/(m_{\rm Cu}+m_{\rm L})$. At 298.15~K and 1~bar this term is 0.463~eV. Rotational entropy and the other vibrational changes are not included.

A real bath breaks the assumption of an isolated ion most severely. A rough Born estimate, with cavity radius $R^*$ and relative permittivity 78, is
\begin{equation}
E_{\rm Born}=-\frac{e^2}{8\pi\varepsilon_0R^*}
\left(1-\frac1{78}\right)=-3.64\,\mathrm{eV}.
\end{equation}
Its magnitude is twice $D$. It is not a direct subtraction from $D$, because the complex is solvated too, and a cavity this small makes the estimate crude. A more relevant gas-phase comparison is with one competing water molecule. In def2-SVP, the corrected attraction to the ether exceeds that to water by 0.153~eV, with the water geometry fixed and the deformation energies omitted. With def2-TZVP on Cu and O and def2-SVP on the other atoms, the difference is 0.27~eV. Its size thus depends strongly on the basis, but it remains far below $D$. Most of the 1.83~eV is therefore not available as a preference for ether over water.

Polyether suppressors in copper baths commonly act together with chloride at the metal surface. The model contains neither, nor the electrode potential, nor several oxygens of one chain binding the same ion. Its result describes a strong local Cu$^+$--ether contact in vacuum. Whether a suppressor adsorbs, and how strongly, depends on free-energy differences in which water, chloride and the surface take part. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
GEOMETRY (MP2/def2-SVP, no counterpoise)
fixed COC angle: 112.0 deg
fixed C-H length: 1.10 angstrom
free ether C-O length: 1.405 angstrom
complex C-O length: 1.438 angstrom
complex Cu-O distance: 1.955 angstrom
symmetric C-O force constant: 71.6 eV/angstrom^2
slope V' of interaction with C-O: -2.379 eV/angstrom
Cu-O force constant: 11.83 eV/angstrom^2
predicted minimum, from scan centre: -0.0407 eV
direct minimum, from scan centre: -0.0351 eV
INTERACTION (negative = attraction, ether shaped as in complex)
def2-SVP, basis functions: 103
def2-SVP, raw MP2: -2.029 eV
def2-SVP, corrected MP2: -1.752 eV
def2-SVP, corrected HF: -1.567 eV
def2-SVP, Cu+ basis error: 0.113 eV
def2-SVP, ether basis error: 0.164 eV
mixed TZVP/SVP, basis functions: 134
mixed TZVP/SVP, raw MP2: -1.962 eV
mixed TZVP/SVP, corrected MP2: -1.855 eV
mixed TZVP/SVP, corrected HF: -1.501 eV
mixed TZVP/SVP, Cu+ basis error: 0.036 eV
mixed TZVP/SVP, ether basis error: 0.071 eV
BINDING ENERGY (mixed basis)
ether deformation energy: 0.024 eV
uncorrected binding energy: 1.938 eV
corrected binding energy D: 1.832 eV
corrected binding energy D: 176.7 kJ/mol
TESTS ON Cu+ WITH WATER (def2-SVP)
near Cu-O distance: 1.95 angstrom
corrected MP2, fitted, own ghosts: -1.5993 eV
corrected MP2, unfitted, library ghosts: -1.5997 eV
far Cu-O distance: 7.0 angstrom
far corrected HF interaction: -0.13016 eV
far point-charge HF interaction: -0.13010 eV
SIZES OF NEGLECTED EFFECTS
CCSD(T) minus MP2 interaction, water: 0.044 eV
scalar relativity in HF interaction, water: -0.039 eV
corrected interaction, mixed minus SVP: -0.104 eV
energy change, 20 deg out-of-plane tilt: 0.0062 eV
cost of 0.05 angstrom error in R: 0.0148 eV
Cu-O stretch zero-point energy: 0.0215 eV
translational T*S lost, 298.15 K, 1 bar: 0.463 eV
ether minus water interaction, SVP: -0.153 eV
Born energy, radius R, permittivity 78: -3.64 eV
\end{verbatim}
